\section*{Vineyard's Harmonic Rate, Derived and Evaluated for an Adatom Hop}

\section{From a barrier to a rate}

Q: An adatom sits in a hollow of a crystal surface and sometimes hops to the next one. I can compute energies and second derivatives. How can a rate, which is a statement about motion, follow from those?

A: By counting departures in thermal equilibrium. Put a surface between the two hollows and ask how many members of an equilibrium ensemble cross it outward per unit time, for each member in the starting well. This needs assumptions. The nuclei are classical and move on one potential surface $V$. The well stays in equilibrium, so energy exchange inside it must be faster than escape. Each outward crossing is counted as a completed hop.

Q: The atoms have different masses. Does that not spoil any simple geometry of surfaces and normals?

A: It does in Cartesian coordinates $x_i$, so I rescale them. With $q_i=\sqrt{m_i}\,x_i$ the kinetic energy is
\begin{equation}
\frac12\sum_{i=1}^{N} m_i\dot x_i^2=\frac12\sum_{i=1}^{N}\dot q_i^2=\frac12|\mathbf v|^2,\qquad \mathbf v=\dot{\mathbf q}.
\end{equation}
No direction is now dynamically special. The Hessian changes accordingly:
\begin{equation}
H_{ij}=\frac{\partial^2V}{\partial q_i\partial q_j}=\frac{\Phi_{ij}}{\sqrt{m_im_j}},\qquad \Phi_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j}.
\label{eq:hess}
\end{equation}
Near a stationary point, the displacement $\mathbf q$ from it obeys $\ddot{\mathbf q}=-H\mathbf q$, so the eigenvalues of $H$ are squared angular frequencies $\omega^2$. Ordinary frequencies are $\nu=\omega/2\pi$.

Q: Then write down the count.

A: Take a plane with unit normal $\mathbf n$, pointing out of the well, and let $v_n=\mathbf n\cdot\mathbf v$. During $dt$, a system with $v_n>0$ crosses the area element $dS$ if it starts within the distance $v_n\,dt$ behind it, hence in a volume $v_n\,dt\,dS$. Write $\tau=k_{\mathrm B}T$. Weighting with the Boltzmann factor and dividing by the population of the well gives
\begin{equation}
k=\frac{\displaystyle\int_{\rm plane}dS\,e^{-V/\tau}\int_{v_n>0}d^Nv\;v_n\,e^{-|\mathbf v|^2/2\tau}}
{\displaystyle\int_{\rm well}d^Nq\,e^{-V/\tau}\int d^Nv\;e^{-|\mathbf v|^2/2\tau}} .
\end{equation}
The $N-1$ velocity components parallel to the plane give equal Gaussian factors above and below, which cancel. The normal component leaves
\begin{equation}
\frac{\int_0^\infty v\,e^{-v^2/2\tau}dv}{\int_{-\infty}^{\infty}e^{-v^2/2\tau}dv}
=\frac{\tau}{\sqrt{2\pi\tau}}=\sqrt{\frac{\tau}{2\pi}} ,
\end{equation}
for any direction $\mathbf n$. Therefore
\begin{equation}
k=\sqrt{\frac{\tau}{2\pi}}\;\frac{\int_{\rm plane}e^{-V/\tau}\,dS}{\int_{\rm well}e^{-V/\tau}\,d^Nq}.
\label{eq:tst}
\end{equation}
The dynamics has been reduced to one velocity average, that of $v_n$ with inward motion counted as zero. Nothing harmonic has been used yet.

\section{The two Gaussian integrals}

Q: Those are integrals over many dimensions. What makes them tractable?

A: Low temperature. The Boltzmann factor then confines each integral to the neighbourhood of the lowest point in its region. In the well this is the minimum, with energy $E_0$. I assume that all its $\omega_i^2$ are positive. In normal coordinates $Q_i$, obtained from $\mathbf q$ by a shift and a rotation with unit Jacobian,
\begin{equation}
V\simeq E_0+\frac12\sum_{i=1}^{N}\omega_i^2Q_i^2 .
\end{equation}
Each coordinate contributes $\int e^{-\omega_i^2Q_i^2/2\tau}dQ_i=\sqrt{2\pi\tau}/\omega_i$. The limits may be taken to infinity because the integrand has died out before the edge of the well. Thus
\begin{equation}
\int_{\rm well}e^{-V/\tau}d^Nq\simeq e^{-E_0/\tau}\prod_{i=1}^{N}\frac{\sqrt{2\pi\tau}}{\omega_i}.
\label{eq:well}
\end{equation}

Q: And the plane? You have not said where it is.

A: I put it through the saddle, with energy $E_s$. A first-order saddle has one negative eigenvalue, $-\omega_b^2$, and $N-1$ positive ones, $\omega_j'^2$. For now I choose $\mathbf n$ along the unstable mode; you may attack that choice afterwards. The plane then contains the $N-1$ stable normal coordinates, along which $V$ rises near the saddle. If no other part of the dividing plane lies as low, then
\begin{equation}
\int_{\rm plane}e^{-V/\tau}dS\simeq e^{-E_s/\tau}\prod_{j=1}^{N-1}\frac{\sqrt{2\pi\tau}}{\omega'_j}.
\label{eq:plane}
\end{equation}

Q: I see a different number of factors above and below. Does a power of temperature survive?

A: Insert both integrals in (\ref{eq:tst}) and collect the factors:
\begin{align}
k&=\sqrt{\frac{\tau}{2\pi}}\,\frac{(2\pi\tau)^{(N-1)/2}}{(2\pi\tau)^{N/2}}\,
\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=1}^{N-1}\omega'_j}\,e^{-(E_s-E_0)/\tau}\nonumber\\
&=\frac{1}{2\pi}\,\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=1}^{N-1}\omega'_j}\,e^{-(E_s-E_0)/\tau}.
\end{align}
The missing Gaussian factor $1/\sqrt{2\pi\tau}$ meets the velocity average $\sqrt{\tau/2\pi}$, and $\tau$ cancels. Now put $\omega=2\pi\nu$. There is one more frequency above than below, so one factor $2\pi$ is left over and removes the $1/2\pi$:
\begin{equation}
k=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}\;\exp\!\left(-\frac{E_s-E_0}{k_{\mathrm B}T}\right).
\label{eq:vineyard}
\end{equation}
This is Vineyard's rate for one saddle. Equivalent exits are added separately.

Q: What does the prefactor mean? I would have guessed an attempt frequency.

A: For $N=1$ it is one: the denominator is an empty product, and $k=\nu_1e^{-(E_s-E_0)/\tau}$. With more coordinates the ratio also compares the room for vibration at the two places. A soft stable mode at the saddle has a small $\nu'_j$, makes the pass wide and raises the rate. A stiff one narrows it. A zero mode would make its Gaussian integral diverge, so free translations or rotations must be treated apart.

\section{The choice of plane}

Q: Now my attack. Why should the plane be perpendicular to the unstable mode? Another plane through the saddle also separates the wells.

A: Let us compute its flux. Let the columns of $B$ be an orthonormal basis of a plane with normal $\mathbf n$. The Gaussian integral over that plane contains $[\det(B^{T}HB)]^{-1/2}$, where $H$ is taken at the saddle. In the orthonormal frame $(\mathbf n,B)$, the $nn$ element of $H^{-1}$ is the corresponding cofactor divided by the determinant. That cofactor is $\det(B^THB)$, so
\begin{equation}
\det(B^{T}HB)=\det H\;\mathbf n^{T}H^{-1}\mathbf n .
\end{equation}
Let $n_b$ and $n_j$ be the components of $\mathbf n$ along the unstable and stable modes. Then
\begin{align}
\det(B^THB)&=\Big(-\omega_b^2\prod_j\omega_j'^2\Big)\Big(-\frac{n_b^2}{\omega_b^2}+\sum_j\frac{n_j^2}{\omega_j'^2}\Big)
=R(\mathbf n)\prod_j\omega_j'^2,\nonumber\\
R(\mathbf n)&=n_b^2-\omega_b^2\sum_j\frac{n_j^2}{\omega_j'^2}.
\label{eq:R}
\end{align}
The saddle must be a minimum within the plane, which requires $R>0$. Compared with (\ref{eq:plane}), the integral is larger by $R^{-1/2}$, so
\begin{equation}
k(\mathbf n)=\frac{k}{\sqrt{R(\mathbf n)}}\ \ge\ k ,
\end{equation}
because $R\le n_b^2\le1$. Equality holds when $\mathbf n$ lies along the unstable mode. Among these planes, Vineyard's has the smallest flux.

Q: Smallest is not the same as correct. Perhaps the larger number is the true rate.

A: Look at the motion near a quadratic saddle. The unstable coordinate obeys $\ddot Q_b=\omega_b^2Q_b$, independently of the others, so
\begin{equation}
Q_b(t)=\frac12\Big(Q_b(0)+\frac{\dot Q_b(0)}{\omega_b}\Big)e^{\omega_bt}
+\frac12\Big(Q_b(0)-\frac{\dot Q_b(0)}{\omega_b}\Big)e^{-\omega_bt}.
\end{equation}
On Vineyard's plane $Q_b(0)=0$, and this becomes $Q_b=(\dot Q_b(0)/\omega_b)\sinh\omega_bt$. A system that crosses outward does not come back. On a tilted plane $Q_b(0)\ne0$ in general. The outcome is set by the sign of $Q_b(0)+\dot Q_b(0)/\omega_b$, which can disagree with the sign of $v_n$. Some outward crossings are therefore undone.

Q: Is the excess flux precisely those undone crossings?

A: Not those alone, but for the quadratic saddle the excess can be counted exactly. Take all trajectories that end on the product side and count their crossings of a plane with a sign, outward positive. One that came from the reactant side has net count one; one that came from the product side has net count zero. This net flux is thus the same for every plane considered. On Vineyard's plane it equals the whole outward flux $k$. On a tilted plane the outward flux is $k/\sqrt R$, so the ratio of the net flux to the outward flux is
\begin{equation}
\kappa(\mathbf n)=\sqrt{R(\mathbf n)} .
\label{eq:kappa}
\end{equation}

The net flux is the outward crossings that end on the product side minus the inward crossings that end there. The excess over $k$ is therefore the outward crossings that end on the reactant side plus the inward crossings that end on the product side. Reversing the signs of all displacements from the saddle and of all velocities leaves the quadratic motion and the Boltzmann weight unchanged and exchanges these two sets, so each is half of the excess. The fraction of outward crossings that end on the product side is $(1+\kappa)/2$.

Q: The imaginary frequency has vanished from (\ref{eq:vineyard}), although the motion over the top depends on it. Is that not odd?

A: It is hidden in the products. From (\ref{eq:hess}), $\det H=\det\Phi/\prod_im_i$. At the minimum this determinant is $\prod_i\omega_i^2$; at the saddle its magnitude is $\omega_b^2\prod_j\omega_j'^2$. In the ratio the masses cancel:
\begin{equation}
\frac{\prod_i\nu_i}{\prod_j\nu'_j}=\nu_b\sqrt{\frac{\det\Phi_{\min}}{|\det\Phi_{\rm saddle}|}},\qquad \nu_b=\frac{\omega_b}{2\pi}.
\label{eq:det}
\end{equation}
The square root contains curvatures alone. Masses enter the prefactor through $\nu_b$.

\section{An adatom on a surface that can yield}

Q: Show me a hop in which these distinctions matter.

A: Let an adatom of mass $m$ have coordinates $x,y,z$ above a square lattice of period $a$. The patch of surface under it, of mass $M$, can shift by $u$ along $x$ against a spring $K$. The model potential is
\begin{align}
V&=D\left(w^2-2sw\right)+\tfrac12Ku^2,\qquad w=e^{-\alpha z},\nonumber\\
s&=1-\gamma\left[2-\cos g\xi-\cos gy\right],\qquad \xi=x-u,\quad g=2\pi/a .
\end{align}
The round parameters, in atomic units, are $D=0.06$, $\alpha=0.8$, $\gamma=0.1$, $a=5$, $K=0.06$, $m=10^5$ and $M=2\times10^5$.

Q: Where are the stationary points?

A: Since $\partial s/\partial\xi=-\gamma g\sin g\xi$ and $dw/dz=-\alpha w$, the derivatives are
\begin{align}
\partial_xV&=2D\gamma g\,w\sin g\xi, & \partial_uV&=-\partial_xV+Ku,\nonumber\\
\partial_yV&=2D\gamma g\,w\sin gy, & \partial_zV&=2\alpha Dw(s-w).
\end{align}
Setting them to zero gives $u=0$, $\sin g\xi=\sin gy=0$ and $w=s$, hence $V=-Ds^2$. The hollow $\xi=y=0$ has $s=1$ and $z=0$. The bridge $\xi=a/2$, $y=0$ has
\begin{equation}
s_b=1-2\gamma=0.8,\qquad z=-\frac{\ln s_b}{\alpha}=0.279\ \text{bohr}.
\end{equation}
The adatom rises as it crosses. The barrier is
\begin{equation}
E_s-E_0=D(1-s_b^2)=0.06\,(1-0.64)=0.0216\ \text{hartree}=0.588\ \text{eV}.
\end{equation}

Q: Could the adatom avoid the bridge by a lower path?

A: Not for this hop, which must cross $\xi=a/2$. There $s=1-\gamma(3-\cos gy)$ lies between $0.6$ and $s_b$. Completing the square, $w^2-2sw=(w-s)^2-s^2\ge-s^2\ge-s_b^2$, and the spring energy is not negative. The bridge is thus the lowest point of the boundary.

Q: Now the curvatures.

A: Define $c=2D\gamma g^2$. Differentiating once more and setting $w=s$ gives
\begin{equation}
V_{\xi\xi}=cs\cos g\xi,\qquad V_{yy}=cs\cos gy,\qquad V_{zz}=2\alpha^2Ds^2 .
\end{equation}
The mixed derivative $V_{\xi y}$ is zero everywhere, while $V_{\xi z}$ and $V_{yz}$ contain $\sin g\xi$ and $\sin gy$ and vanish at these points. With $f=V_{\xi\xi}$, the remaining block in $(x,u)$ is
\begin{equation}
\begin{pmatrix} f&-f\\-f&f+K\end{pmatrix},\qquad \det=f(f+K)-f^2=fK .
\end{equation}
At the hollow $f=c$. At the bridge $f=-cs_b$, so this determinant is negative and the block has one unstable mode; $y$ and $z$ are stable. The full determinants give
\begin{equation}
\frac{\det\Phi_{\min}}{|\det\Phi_{\rm saddle}|}
=\frac{cK\cdot c\cdot2\alpha^2D}{cs_bK\cdot cs_b\cdot2\alpha^2Ds_b^2}=\frac1{s_b^4},
\end{equation}
and (\ref{eq:det}) reduces the prefactor to $\nu_b/s_b^2$.

Q: I would rather see the frequencies themselves.

A: Diagonalizing the mass-weighted Hessians gives, in THz,
\begin{align}
\text{minimum:}&\quad 2.311,\ 2.864,\ 4.467,\ 5.766;\nonumber\\
\text{saddle, real:}&\quad 2.562,\ 3.307,\ 4.613;\qquad \nu_b=2.792 .
\end{align}
The products are $170.48\ \text{THz}^4$ and $39.08\ \text{THz}^3$, so
\begin{equation}
\frac{170.48}{39.08}\ \text{THz}=4.36\ \text{THz},\qquad
\frac{\nu_b}{s_b^2}=\frac{2.792}{0.64}\ \text{THz}=4.36\ \text{THz}.
\end{equation}
The two routes agree. At 300 K the barrier is $22.7\,k_{\mathrm B}T$ and the Boltzmann factor is $1.336\times10^{-10}$. The rate through this bridge is
\begin{equation}
k=4.362\times10^{12}\ \text{s}^{-1}\times1.336\times10^{-10}=5.83\times10^{2}\ \text{s}^{-1}.
\end{equation}
At 400 K it is $1.71\times10^5\ \text{s}^{-1}$, and at 500 K $5.19\times10^6\ \text{s}^{-1}$. The opposite bridge at $\xi=-a/2$ is equivalent by symmetry, so the rate of leaving along $x$ in either direction is $2k$.

Q: The patch is undisplaced at both stationary points. Why include it at all?

A: It leaves the barrier unchanged but takes part in the motion over the top. If it is frozen, the factor $K$ drops out of both determinants and their ratio stays $1/s_b^4$. The unstable frequency becomes $\sqrt{cs_b/m}/2\pi=2.562$ THz, and the prefactor $2.562/0.64=4.00$ THz. When the patch can move, the lowest eigenvalue of the mass-weighted block lies below its diagonal element $-cs_b/m$, because the off-diagonal element is not zero. So $\nu_b$ rises, here to 2.792 THz, and the rate rises by the same factor, $2.792/2.562=1.09$.

\section{How far the number can be trusted}

Q: An obvious dividing surface is $x-u=a/2$. Is that Vineyard's plane?

A: No. Since $\xi=q_x/\sqrt m-q_u/\sqrt M$, its normal is proportional to $(1/\sqrt m,-1/\sqrt M)$ in the $(q_x,q_u)$ plane, whereas the unstable mode is $(0.967,-0.256)$. To find $R$, note from (\ref{eq:R}) that $R=-\omega_b^2\,\mathbf n^TH^{-1}\mathbf n$. With $\mathbf d=(1,-1)^T$, undoing the mass weighting gives
\begin{equation}
\mathbf n^TH^{-1}\mathbf n=\frac{\mathbf d^T\Phi^{-1}\mathbf d}{1/m+1/M},\qquad
\mathbf d^T\Phi^{-1}\mathbf d=\frac{(f+K)-2f+f}{fK}=\frac1f .
\end{equation}
With $f=-cs_b$ the flux is too large by
\begin{equation}
\frac1{\sqrt R}=\frac{1}{\omega_b}\sqrt{\frac{cs_b}{m}\Big(1+\frac mM\Big)}
=\frac{2.562\sqrt{1.5}}{2.792}=1.124 .
\end{equation}
That plane overestimates the harmonic rate by 12\%, and (\ref{eq:kappa}) predicts a ratio of net to outward flux $\kappa=1/1.124=0.890$. Short trajectories on the full potential, launched from the plane in both directions and counted with the sign of the crossing, at a temperature where the barrier is $200\,k_{\mathrm B}T$, give 0.892 for this plane and 1.000 for Vineyard's. The standard error of the first value is about 0.002.

Q: And the quadratic expansion? The real potential is not a parabola.

A: Equation (\ref{eq:tst}) can be integrated numerically with the full potential on Vineyard's plane. Because the adatom can desorb, the Boltzmann factor does not vanish as $z\to\infty$, so the integrals are cut off at $z=5$ bohr, where $V$ lies more than $20\,k_{\mathrm B}T$ above the saddle even at 500 K. Relative to (\ref{eq:vineyard}), the result is 0.991 at 300 K, 0.988 at 400 K and 0.985 at 500 K. In this model the harmonic formula is thus 1 to 1.5\% too high as an approximation to the classical flux. When the barrier is 20, 40 and 80 times $k_{\mathrm B}T$, the deficits are 1.03\%, 0.52\% and 0.26\%. They halve with the temperature, and the extrapolated ratio at zero temperature is 1.000. The program published with this text contains these checks.

Q: So the rate at 300 K is good to one per cent?

A: As a classical flux through this plane, yes. As a rate for real nuclei, that does not follow. Classical statistics requires $h\nu\ll k_{\mathrm B}T$, and for the stiffest mode of the minimum $h\nu/k_{\mathrm B}T$ is 0.92 at 300 K and still 0.55 at 500 K. Zero-point energy and tunnelling are absent from (\ref{eq:vineyard}), and their size has not been computed here. The zero-temperature limit above is therefore a limit of the classical expression.

Q: Do the trajectories at least settle the question of recrossing?

A: Only near the saddle, and only at the low temperature at which they were run. They end before an adatom can cross the next well and come back. An adatom that loses energy slowly there may return over the bridge or run on to a farther hollow. Four coordinates without a heat bath cannot decide how often that happens on a real surface. Equation (\ref{eq:vineyard}) counts departures through the saddle; to read it as a rate of single, completed hops, one needs the adatom to lose its excess energy before it reaches a barrier again.

\section*{Values computed for the example and the checks}
\begin{verbatim}
well depth D = 0.060 hartree
decay constant alpha = 0.80 1/bohr
corrugation gamma = 0.10 (no unit)
lattice constant a = 5.00 bohr
patch spring K = 0.060 hartree/bohr^2
adatom mass = 100000 electron masses
patch mass = 200000 electron masses
s at the saddle = 0.800 (no unit)
saddle x = 2.5000 bohr
saddle height z above minimum = 0.2789 bohr
energy at minimum = -0.06000 hartree
energy at saddle = -0.03840 hartree
barrier = 0.02160 hartree = 0.5878 eV
minimum frequencies = 2.3108 2.8642 4.4669 5.7661 THz
real saddle frequencies = 2.5618 3.3071 4.6129 THz
size of imaginary frequency = 2.7917 THz
unstable mode, mass-weighted x part = 0.9666
unstable mode, mass-weighted u part = -0.2563
product of minimum frequencies = 170.476 THz^4
product of real saddle frequencies = 39.082 THz^3
Vineyard prefactor = 4.3620 THz
frozen patch: imaginary frequency = 2.5618 THz
frozen patch: prefactor = 4.0029 THz
prefactor, movable/frozen patch = 1.0897
300 K: barrier/kT = 22.736
300 K: Boltzmann factor = 1.336e-10
300 K: Vineyard rate = 5.830e+02 1/s
300 K: full flux rate/Vineyard = 0.9909
300 K: largest quantum h*nu/kT = 0.922
400 K: barrier/kT = 17.052
400 K: Boltzmann factor = 3.931e-08
400 K: Vineyard rate = 1.715e+05 1/s
400 K: full flux rate/Vineyard = 0.9879
400 K: largest quantum h*nu/kT = 0.692
500 K: barrier/kT = 13.641
500 K: Boltzmann factor = 1.190e-06
500 K: Vineyard rate = 5.191e+06 1/s
500 K: full flux rate/Vineyard = 0.9850
500 K: largest quantum h*nu/kT = 0.553
barrier/kT 20: full/Vineyard, mode plane = 0.98967
barrier/kT 20: full/Vineyard, tilted plane = 1.11374
barrier/kT 40: full/Vineyard, mode plane = 0.99482
barrier/kT 40: full/Vineyard, tilted plane = 1.11880
barrier/kT 80: full/Vineyard, mode plane = 0.99741
barrier/kT 80: full/Vineyard, tilted plane = 1.12135
zero-temperature limit, mode plane = 1.00001
zero-temperature limit, tilted plane = 1.12391
predicted tilted-plane factor = 1.12390
inverse of that factor = 0.8898
trajectories: transmission, mode plane = 1.0000
trajectories: transmission, tilted plane = 0.8915
\end{verbatim}
